# Null-collision Monte Carlo for hot oxide electrons, with energy and momentum balances

## Definitions and conventions

An electron in the conduction band of an oxide has energy $E=mv^2/2$, measured from the band edge, and wave number $k=mv/\hbar$. The band is parabolic and isotropic. A uniform field exerts a force $F$ on the electron along $+z$, so $F$ in eV/nm equals the field in V/nm, and 1 V/nm is 10 MV/cm. Times are in fs. The phonons stay at the lattice temperature $T_L$, the electrons do not interact with one another, and the oxide extends without boundaries.

A phonon mode of energy $w$ has occupation $N=1/(e^{w/k_BT_L}-1)$. Emission takes $E$ to $E-w$ and carries the factor $n=N+1$; absorption takes $E$ to $E+w$ with $n=N$. Primes mark values after a collision. $G(E)$ is the total collision rate, and angle brackets are averages over electrons and time.

The example has $F=0.80$ eV/nm (8 MV/cm), $T_L=300$ K and $m=0.50\,m_0$. There are two polar modes, of 63 and 153 meV, one nonpolar optical mode of 60 meV, and elastic scattering.

## The collision rates

**Polar modes.** Let the relative permittivity be $\epsilon_h$ above the mode's frequency and $\epsilon_l$ below it, with $\Delta=1/\epsilon_h-1/\epsilon_l$ and $C=e^2/(4\pi\epsilon_0)$. Two static charges exchanging phonons of wave number $q$ have, in second-order perturbation theory, the interaction $-2|M|^2/w$. This must equal the change in screened Coulomb interaction that the mode causes, $-4\pi C\Delta/q^2$. Hence, per unit volume,

$$|M|^2=\frac{2\pi Cw\Delta}{q^2}.$$

The golden rule contains $d^3k'=2\pi k'^2dk'\,d\mu$, with $\mu$ the cosine of the scattering angle. The energy delta function turns $k'^2dk'$ into $mk'/\hbar^2$, so

$$G_{pol}=\frac{2\pi}{\hbar}\,\frac{1}{4\pi^2}\,\frac{mk'}{\hbar^2}\,2\pi Cw\Delta\,n\int_{-1}^{1}\frac{d\mu}{q^2}
=\frac{Cw\Delta\,n\,mk'}{\hbar^3}\int_{-1}^{1}\frac{d\mu}{q^2}.$$

Since $q^2=k^2+k'^2-2kk'\mu$, we have $|d\mu|=q\,dq/(kk')$. The integral is therefore $L/(kk')$, and with $\hbar k=mv$

$$G_{pol}=\frac{Cw\Delta\,n}{\hbar^2v}L,\qquad L=\ln\frac{k+k'}{|k-k'|}.$$

The integrand $dq/q$ also gives the angle: $q$ is uniform on a logarithmic scale between $q_-=|k-k'|$ and $q_+=k+k'$. With $r$ a uniform random number in $(0,1)$,

$$q=q_-(q_+/q_-)^r,\qquad \mu=\frac{k^2+k'^2-q^2}{2kk'}.$$

**Short-range scattering.** A matrix element independent of $q$ gives a rate proportional to the final density of states, hence to $v'$, and isotropic final directions. I write the elastic rate as $v/\ell_e$ and the nonpolar optical rate as $n\,v'/\ell_o$, with $\ell_e=0.8$ nm and $\ell_o=1.2$ nm.

**Why a nonpolar loss is included.** Well above threshold $L\simeq\ln(4E/w)$, so the polar energy loss per path length varies as $\ln(4E/w)/E$. It has a maximum, here equivalent to 0.93 MV/cm at 0.25 eV, and then falls. An electron moving in the direction of the force in an 8 MV/cm field gains far more per path than these modes remove. Elastic collisions turn it around and slow its heating, but the polar drag still fades with energy. The nonpolar loss per path tends to the constant $w/\ell_o$ and exceeds the polar loss above about 1 eV.

## First failure: the flight time

A naive scheme draws the time to the next collision from the rate at the start of the flight. But the field changes $E$, and with it $G$, during the flight. The true probability $S(t)$ of having had no collision obeys

$$\frac{dS}{dt}=-G(E(t))\,S,\qquad S(t)=\exp\left[-\int_0^tG(E(s))\,ds\right].$$

Take an electron of 0.10 eV launched against the force. The inverse of its starting rate is 1.60 fs, whereas integrating $S$ gives a mean flight of 2.03 fs. The naive value is 21% too short, relative to the true one. The electron first slows down, which lowers its elastic rate and closes its emission channels.

A short fixed time step would reduce this error at the price of a step-size study. Inverting the integral for every flight would remove it at the price of a root search. The null-collision method needs neither. Choose a constant $G_0\ge G(E)$ and draw event times from the density $G_0e^{-G_0t}$. At each event, accept a real collision with probability $G/G_0$; otherwise leave the velocity alone. The chance of a real collision in $dt$ is then

$$G_0\,dt\times\frac{G(E(t))}{G_0}=G(E(t))\,dt,$$

which is the equation for $S$ above. For the electron just described, 20,000 simulated flights average 2.026 fs against the integral's 2.029 fs, which agree within the sampling error.

The argument fails if $G$ exceeds $G_0$ anywhere on a flight. Between events

$$E(t)=\frac m2\left[v_\perp^2+\left(v_z+\frac{Ft}{m}\right)^2\right],\qquad \frac{d^2E}{dt^2}=\frac{F^2}{m}>0.$$

A convex function is largest at an end of its interval, so it is enough to inspect the energy at the events. Here $G_0=13.67$ fs$^{-1}$ bounds the tabulated rates up to 50 eV, and the highest energy met was 24.7 eV. Because the bound must cover even the rare fastest electrons, with a margin, only 2.575/13.67, or 19%, of the events are real.

## Second failure: where the averages are taken

It is tempting to average over the states just before real collisions. Those occur at rate $G(E)$, so a quantity $A$ averaged there gives $\langle GA\rangle/\langle G\rangle$, which over-represents states that scatter often.

The null events cure this too. An event falls in $dt$ with probability $G_0\,dt$ whatever the state of the electron, so the expected sum of $A$ over all events is

$$\sum_{\rm events}A\;\to\;G_0\int\langle A\rangle\,dt.$$

Dividing by the expected number of events, $G_0t$, leaves the time average. The state must be taken before the collision, and null events must be counted.

The scheme for each electron is then:

1. Draw $t$ from $G_0e^{-G_0t}$; advance $z$ by $v_zt+Ft^2/(2m)$ and $v_z$ by $Ft/m$.
2. Compute $E$, confirm that it lies inside the tabulated range, and add the current state to the averages.
3. Draw a number uniformly in $(0,G_0)$. Compare it with the cumulative channel rates; if it exceeds their sum, the event is null.
4. For a real event, change the energy by $-w$, $+w$ or zero, draw $\mu$ from the law of that channel and a uniform azimuth, and rotate the velocity.

## Third failure: an energy balance that cannot fail

In free flight the kinetic energy grows by the work $F\Delta z$. In a collision it changes by minus the energy given to the lattice. Adding all pieces of a trajectory gives

$$F\Delta z-Q=\Delta E,$$

where $Q$ is the net phonon energy counted. This holds for any choice of rates, right or wrong. In the example its largest violation is $1.9\times10^{-12}$ eV, which is rounding. Divided by a long time, with $E$ bounded, it yields "power equals loss" automatically. It exposes faulty bookkeeping or a drifting mean energy, but not faulty sampling.

A stronger test computes the loss without counting phonons. An electron at energy $E$ loses energy at the expected rate

$$R(E)=\sum_{\rm modes}w\,[G_{em}(E)-G_{abs}(E)].$$

If collisions are really drawn at the stated rates, averaging over electrons gives

$$\frac{d\langle E\rangle}{dt}=F\langle v_z\rangle-\langle R\rangle,$$

and in the steady state $F\langle v_z\rangle=\langle R\rangle$. The left side comes from displacements, the right side from the sampled energies and the rate formulas. Passing this test is necessary but not sufficient. If flight times are drawn from the starting rate, as in the first failure, the mean energy rises to about 5 eV, yet power and time-averaged rate loss still agree within a few percent. That error shows up in the momentum condition of the next section.

The equation can be tested before the steady state as well. Electrons started isotropically at 0.10 eV have, over their first 20 fs, a surplus of work over rate-computed loss of 1.084 eV each. Their mean energy grows by 1.084 eV. In this interval power and loss are far from equal, as they should be.

After a run-in several times longer than the heating time found below, 4000 electrons were followed for 410 fs each. The drift velocity is $1.050\times10^7$ cm/s, or 0.1050 nm/fs, so the power is $0.80\times0.1050=0.0840$ eV/fs. In meV/fs:

- field power: 83.96
- loss from rates: 83.98
- loss from counted phonons: 84.00

Power minus rate loss is $-0.02\pm0.12$ meV/fs. The uncertainty is one standard error, from the scatter between independent electrons.

## Fourth failure: wrong angles balance too

$R(E)$ contains no scattering angle. A program with wrong angular laws settles into a different steady state and balances its energy there. Momentum supplies the missing condition.

A collision changes the component of momentum along the old direction from $\hbar k$ to $\hbar k'\mu$; the perpendicular part averages to zero over azimuth. The fraction lost is

$$1-\frac{k'}{k}\mu=1-\frac{k^2+k'^2-q^2}{2k^2}=\frac{k^2-k'^2+q^2}{2k^2}.$$

For the logarithmic law of $q$,

$$\langle q^2\rangle=\frac1L\int_{q_-}^{q_+}q\,dq=\frac{q_+^2-q_-^2}{2L}=\frac{2kk'}{L},$$

because $q_+^2-q_-^2=4kk'$. The polar momentum-loss rate is therefore

$$G_{m,pol}=G_{pol}\left[\frac{k^2-k'^2}{2k^2}+\frac{k'}{kL}\right].$$

For isotropic scattering $\langle\mu\rangle=0$, and the momentum-loss rate equals the collision rate. With $G_m$ the sum over channels, the mean momentum obeys $d\langle mv_z\rangle/dt=F-\langle mv_zG_m\rangle$, so the steady state requires

$$F=\langle m v_zG_m(E)\rangle .$$

The correct run gives $0.798\pm0.004$ eV/nm for the right side, against $F=0.800$. A second run was made deliberately wrong: its polar collisions scattered isotropically, while all rates were unchanged. Its power minus rate loss is $-0.03\pm0.12$ meV/fs, so it passes the energy test. Its momentum average, formed with the correct $G_m$, is $0.746\pm0.004$ eV/nm. That is 7% below $F$, or about 15 standard errors. The faulty run also drifts 3% more slowly, so the error is not harmless.

Even both balances do not show that the input rates describe the oxide. They test, through two averages only, whether the stated rates and angles were sampled. One property of the rates themselves can be tested at zero field, where a Maxwell distribution at $T_L$ must persist. Forward and reverse transitions between $E$ and $E+w$ cancel if

$$\sqrt{E+w}\,G_{em}(E+w)\,e^{-w/k_BT_L}=\sqrt E\,G_{abs}(E).$$

This holds because $(N+1)e^{-w/k_BT_L}=N$, and because $\sqrt E\,G/n$ is proportional to $L$ for polar and to $vv'$ for nonpolar scattering, both symmetric in the two states. Electrons started from that distribution kept a mean energy of 38.81 meV; the Maxwell value is $3k_BT_L/2=38.78$ meV.

## An independent solution and a simple limit

The mean energy, $1.844\pm0.011$ eV, can be checked without random numbers. Write the distribution as $f_0(E)+f_1(E)\cos\theta$, with $\theta$ measured from the force. The force acts on $f_0$ through $F\,\partial f_0/\partial p_z=Fv\cos\theta\,f_0'$, where the prime on $f_0$ is $d/dE$. Balancing this against momentum loss gives

$$f_1=-\frac{Fv}{G_m}f_0'.$$

Two things are neglected: higher harmonics, and the energy shift of the anisotropic part in polar collisions. Electrons climb in energy at the rate $Fv\cos\theta$. Since $\cos^2\theta$ averages to $1/3$, the upward flux through energy $E$, with density of states $g\propto\sqrt E$, is

$$J(E)=\frac{gFvf_1}{3}=-\frac{gF^2v^2}{3G_m}f_0'.$$

In the steady state this equals the net downward flux carried by phonons:

$$J(E)=\sum_{\rm modes}\left[\int_E^{E+w}gG_{em}f_0\,dE'-\int_{E-w}^{E}gG_{abs}f_0\,dE'\right].$$

On an energy grid this is a sparse linear system. It gives 1.839 eV and $1.055\times10^7$ cm/s, within 1% of the Monte Carlo values. The expected error is larger: $f_1/f_0\sim3\langle v_z\rangle/v\approx0.28$ at the mean energy, whose square is 0.08. The close agreement at this field therefore does not guarantee the same accuracy elsewhere.

**Short-range limit.** Drop the polar modes, take $E\gg w$, and let $f_0$ vary little over an energy $w$ (that is, $\Theta\gg w$ for the $\Theta$ found below). Then $G_m=v/\ell_m$ with $1/\ell_m=1/\ell_e+(2N+1)/\ell_o$. The downward flux becomes $gw(v/\ell_o)f_0$, because $(N+1)-N=1$. Equating the fluxes,

$$-\frac{F^2\ell_m}{3}f_0'=\frac{w}{\ell_o}f_0,\qquad f_0\propto e^{-E/\Theta},\qquad \Theta=\frac{F^2\ell_m\ell_o}{3w}.$$

At 300 K the 60 meV mode has $N=0.109$, so $1/\ell_m=1.25+1.015$ nm$^{-1}$ and $\ell_m=0.442$ nm. Then $\Theta=0.64\times0.442\times1.2/0.18=1.88$ eV. The mean energy $3\Theta/2$ is 2.8 eV, compared with 1.84 eV when the polar modes are present. Their drag is still important at this field.

The limit explains two trends. First, elastic scattering takes no energy, yet it shortens $\ell_m$ and so cools the electrons. Halving $\ell_e$, with everything else fixed, lowers the simulated mean energy from 1.84 to 1.05 eV.

Second, $\langle v\rangle\propto\sqrt\Theta\propto F$, so the loss rate $w\langle v\rangle/\ell_o$ grows as $F$, and the drift velocity, loss divided by $F$, is independent of field. With the polar modes restored, the two-term velocity falls slightly, from 1.12 to 1.06 to $1.00\times10^7$ cm/s at 6, 8 and 10 MV/cm. This fits a polar contribution that fades as the mean energy rises through 0.87, 1.84 and 3.24 eV.

## Distance to the steady state

The mean energy reaches 90% of its steady value after roughly 60 to 80 fs. The curve is nearly flat there, so the first noisy time bin to cross the threshold (57 fs in the output) tends to come early, and the crossing is uncertain by about 20 fs. For a film, distance matters more than time. Electrons reaching a plane for the first time carry on average 1.04 eV at 2 nm, 1.81 eV at 5 nm and 2.48 eV at 10 nm from the start, with sampling errors of a few hundredths of an eV at 2 and 5 nm; the 10 nm value should be read as $2.4\pm0.1$ eV.

The ledger turns these numbers into losses. At 2 nm the work is 1.60 eV and the loss is $0.10+1.60-1.04=0.66$ eV, or 41% of the work. Between 2 and 5 nm the loss is 68% of the work, and between 5 and 10 nm it is about 83 to 86%. First-passage transport is thus still out of balance in the last interval.

The 10 nm value exceeds the steady mean of 1.84 eV without contradiction. A plane collects a flux, which favours fast electrons, whereas the steady mean counts all electrons present. For $f_0\propto e^{-E/\Theta}$, weighting by $v$ raises the mean from $3\Theta/2$ to $2\Theta$. This is only part of the difference, because first passage is not the same as a one-way flux. At first passage the electron stands at the farthest point it has yet reached, where the field has done the most work on it so far. The first-passage energy is still rising at 10 nm and reaches about 3 eV at 30 nm, above the speed-weighted steady mean of about 2.7 eV.

## Beside a real gate oxide

The phonon energies, permittivities and mass are rough typical values for silicon dioxide; the short-range paths are round values of plausible size. The nonpolar optical mode is this model's device for stopping runaway and is not shown to be the cause in real silicon dioxide, where short-wavelength acoustic scattering with a path that shrinks as the energy rises is a standard explanation. Fields of 8 to 10 MV/cm also lie near the breakdown field of thick films, which the model does not describe. In a gate stack the first assumption to break is the unlimited film. With a barrier of roughly 3 eV at the silicon interface, an electron must tunnel about $3/0.8\approx4$ nm before it enters the oxide band at this field. A 2 nm layer drops only 1.6 V, so electrons injected near the silicon band edge cross it by direct tunnelling, and this transport model does not apply. The 2 nm plane above belongs to a film about 6 nm thick, and electrons first reach that plane with 1.04 eV on average, against about 2.4 eV at the 10 nm plane. These values assume the isotropic start at 0.10 eV, whereas tunnelling electrons enter the band moving forward with almost no kinetic energy. Return to the cathode is also left out.

Other neglected effects are sizeable:

- **Collision broadening.** $\hbar\langle G\rangle=1.7$ eV is nearly the mean energy. Well-defined energies between collisions are therefore doubtful, which is a basic limitation of the model.
- **Band shape.** For a lattice period of 0.5 nm the parabola reaches the zone edge at 3.0 eV, and 19% of the electrons lie above that.
- **Mass.** Raising it to $0.6\,m_0$ lowers the two-term mean energy from 1.84 to 0.80 eV. The matrix elements are held fixed, so the short-range paths shrink as $1/m^2$.
- **Temperature.** At 400 K, with the elastic rate taken proportional to $T_L$, the two-term energy is 1.38 eV.
- **Pair creation.** A fraction 0.0065 lies above a rough 9 eV threshold. This is small for the mean energy but could matter for damage.

Degeneracy is negligible. At 1 A/cm$^2$ the density $J/(e\langle v_z\rangle)$ is $6\times10^{11}$ cm$^{-3}$, a spacing of about 1 µm. The statistical error of 0.6% in the mean energy is thus far smaller than the uncertainty of the physical model. The remaining digits are in the numerical output.

## Values computed for the example and the checks

```
field 8.0 MV/cm = 0.80 V/nm; lattice 300 K
mass 0.50 m0; start energy 0.10 eV
polar mode 63 meV; permittivities 3.0, 3.9
polar mode 153 meV; permittivities 2.2, 3.0
nonpolar mode 60 meV; path 1.2 nm
elastic path 0.8 nm
largest polar loss per path 0.932 MV/cm
  at electron energy 0.249 eV
null-collision event rate 13.666 1/fs
mean real collision rate 2.575 1/fs
real fraction of events 0.188
rate-table cap 50 eV; highest energy met 24.7 eV
first flight: MC 2.0255, integral 2.0288 fs
  inverse of starting rate 1.6021 fs
zero field: MC energy 38.81 meV
  Maxwell value 38.78 meV
electrons 4000; measured time 409.7 fs each
mean energy 1.844 +- 0.011 eV
drift velocity 1.050e+07 +- 2.1e+04 cm/s
field power 83.96 meV/fs
phonon loss from rates 83.98 meV/fs
phonon loss from counts 84.00 meV/fs
power minus rate loss -0.02 +- 0.12 meV/fs
largest ledger error 1.9e-12 eV
momentum-loss force 0.7981 +- 0.0035 eV/nm
heating, first 20 fs: surplus work 1.084 eV
  growth of mean energy 1.084 eV
time to 90 percent of steady energy 57 fs
mean first-passage energy at 2 nm: 1.036 eV
mean first-passage energy at 5 nm: 1.810 eV
mean first-passage energy at 10 nm: 2.479 eV
wrong angles: power 81.30 meV/fs
  rate loss 81.33 meV/fs
  power minus loss -0.03 +- 0.12 meV/fs
  momentum-loss force 0.7455 +- 0.0036 eV/nm
elastic path halved: energy 1.053 +- 0.008 eV
two-term 6 MV/cm: 0.866 eV, 1.120e+07 cm/s
two-term 8 MV/cm: 1.839 eV, 1.055e+07 cm/s
two-term 10 MV/cm: 3.238 eV, 9.970e+06 cm/s
two-term at 400 K: 1.379 eV
two-term with mass 0.6 m0: 0.798 eV
collision broadening hbar*rate 1.695 eV
parabolic energy at zone edge, period 0.5 nm: 3.01 eV
fraction above zone-edge energy 0.1900
fraction above rough 9 eV pair threshold 0.0065
density at 1 A/cm2: 5.95e+11 1/cm3
```
